# Self-consistent image-charge correction: potential, defect levels and forces, part 1

(Sections cited here and not found follow in the second part.)

## A point charge

Take a cubic periodic cell of side $L$ filled with a uniform dielectric of constant $\varepsilon$, and in it a point defect of net charge $q=Z-f$, in units of $e$, with $Z$ the ionic charge and $f$ the number of trapped electrons. Let $k=e^2/4\pi\varepsilon_0$. The energy of the isolated charge exceeds that of the periodic array with neutralising background by $E_{\rm cor}=\alpha kq^2/2\varepsilon L$, where $\alpha=2.8373$ (Lemma 3). Adding $df$ electrons changes $q$ by $-df$, so
$$\frac{dE_{\rm cor}}{df}=-\frac{\alpha kq}{\varepsilon L}=-\frac{2E_{\rm cor}}{q}.$$
The correction depends on the density through $q$ alone, so its derivative is a constant potential. A constant shifts the level rigidly, deforms no orbital and exerts no force, so applying it during or after the self-consistent cycle gives the same result. This holds as long as electrons are added at the point itself. Once they can spread away from it, the correction depends on the shape of the density too, and its derivative depends on position. The self-consistent potential correction (SCPC) is taken here in its variational form: that derivative is added to the Kohn-Sham potential.

## Setting and assumptions

Charge densities $\rho$ are in $e$ per volume and potentials $\phi$ are energies per $e$. The isolated potential $G_{\rm iso}\rho$ solves $-\nabla\cdot\varepsilon\nabla\phi=4\pi k\rho$ and vanishes at infinity. The periodic potential $G_{\rm per}\rho$ solves $-\nabla\cdot\varepsilon\nabla\phi=4\pi k(\rho-q/L^3)$ and has zero cell average. With $K=G_{\rm iso}-G_{\rm per}$,
$$U=K\rho,\qquad E_{\rm cor}=\tfrac12\int\rho\,U,\qquad\rho=\rho_{\rm ion}-M(n-n_{\rm ref}),$$
where $M$ is a linear map from electron density to model charge.

- **A1.** $\rho$ lies in a region of size $a\ll L$ near the cell centre, up to exponentially small tails.
- **A2.** $\varepsilon$, $M$ and $n_{\rm ref}$ do not depend on $n$, $f$ or the ionic positions.
- **A3.** The host electrons are integrated out and survive as $\varepsilon$. The variable is the defect density $n=f\psi^2$ of one real normalised orbital, so $M=1$, $n_{\rm ref}=0$.
- **A4.** The periodic functional $E_0=f\langle\psi|T|\psi\rangle+\Phi[n,R]$, with $T$ the kinetic operator and $R$ an ionic coordinate, has a non-degenerate minimum $n_0$, smooth in $f$ and $R$, whose response functions stay bounded as $L$ grows.

The uncorrected calculation gives the energy $E_0[n_0]$, level $\mu_0$ and force $F_0$. The a posteriori energy is $E_{\rm post}=E_0[n_0]+E_{\rm cor}[n_0]$. SCPC gives $E_{\rm SC}=\min(E_0+E_{\rm cor})$, with $n_{\rm SC},\mu_{\rm SC},F_{\rm SC}$. Let $\Delta=E_{\rm SC}-E_{\rm post}$, and let $U_0$, $V_0$ be evaluated at $n_0$.

## Three lemmas

**Lemma 1.** Under A2, for any positive $\varepsilon(\mathbf r)$, $V\equiv\delta E_{\rm cor}/\delta n=-M^{\rm T}K\rho$.

*Proof.* For two localised charges with isolated potentials $\phi_1,\phi_2$, replace $\rho_1$ by $-\nabla\cdot\varepsilon\nabla\phi_1/4\pi k$ and integrate by parts:
$$\int\rho_1\phi_2=\frac{1}{4\pi k}\int\varepsilon\,\nabla\phi_1\cdot\nabla\phi_2 .$$
The surface term vanishes because $\phi_2\nabla\phi_1\sim r^{-3}$ while the area grows as $r^2$. In the periodic case $\int\rho_1\phi_2=\int(\rho_1-q_1/L^3)\phi_2$, since $\phi_2$ has zero mean, and the same integration by parts holds because opposite faces cancel. The right side is symmetric in 1 and 2, so both Green functions and $K$ are symmetric. Then
$$\delta E_{\rm cor}=\tfrac12\int\delta\rho\,K\rho+\tfrac12\int\rho\,K\delta\rho=\int U\,\delta\rho .$$
By A2, $\delta\rho=-M\delta n$, and $\int U\,M\delta n=\int(M^{\rm T}U)\,\delta n$ defines the transpose. $\square$

**Lemma 2.** For uniform $\varepsilon$ and a cubic cell, $K(\mathbf r,\mathbf r')=(k/\varepsilon L)\,u(\mathbf s)$ with $\mathbf s=(\mathbf r-\mathbf r')/L$ and
$$u(\mathbf s)=\alpha-\tfrac{2\pi}{3}s^2+O(s^4),\qquad\alpha=u(0).$$

*Proof.* In units of $L$, $u=1/s-g$, where $g$ has zero mean and $\nabla^2g=-4\pi\left(\sum_{\mathbf m}\delta(\mathbf s-\mathbf m)-1\right)$ over integer vectors $\mathbf m$. Since $\nabla^2(1/s)=-4\pi\delta(\mathbf s)$, the delta functions at the origin cancel and $\nabla^2u=-4\pi$ for $s<1$. As $\nabla^2s^2=6$, the function $h=u-u(0)+\frac{2\pi}{3}s^2$ is harmonic, vanishes at the origin and has the symmetry of the cube. Inversion removes the odd orders of its Taylor series. At second order the reflections $s_x\to-s_x$ remove cross terms and permutations of axes equalise the diagonal ones, leaving $bs^2$, which is harmonic for $b=0$ alone. $\square$

To evaluate $u$, split each $1/d$ into ${\rm erfc}(\eta d)/d$, summed over images, and ${\rm erf}(\eta d)/d$, whose Fourier transform is $4\pi e^{-G^2/4\eta^2}/G^2$:
$$u=\frac{{\rm erf}(\eta s)}{s}-\sum_{\mathbf m\ne0}\frac{{\rm erfc}(\eta d_{\mathbf m})}{d_{\mathbf m}}-4\pi\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\eta^2}}{G^2}\cos(\mathbf G\cdot\mathbf s)+\frac{\pi}{\eta^2},$$
with $d_{\mathbf m}=|\mathbf s-\mathbf m|$, $\mathbf G=2\pi\mathbf m$. The constant removes the mean of the short-range sum, $4\pi\int_0^\infty s\,{\rm erfc}(\eta s)\,ds=\pi/\eta^2$. The sum gives $\alpha=2.837297$.

**Lemma 3.** Let $q=\int\rho$, $\mathbf p=\int\rho\,\mathbf r$, $Q=\int\rho\,r^2$ and $\kappa=2\pi k/3\varepsilon L^3$. Under A1, up to terms of order $a^4/L^5$,
$$U(\mathbf r)=\frac{\alpha kq}{\varepsilon L}-\kappa\,(qr^2-2\mathbf p\cdot\mathbf r+Q),\qquad E_{\rm cor}=\frac{\alpha kq^2}{2\varepsilon L}-\kappa\,(qQ-p^2).$$

*Proof.* Lemma 2 gives $K=\alpha k/\varepsilon L-\kappa(r^2-2\mathbf r\cdot\mathbf r'+r'^2)+O(a^4/L^5)$. Integrating against $\rho(\mathbf r')$ turns the bracket into $qr^2-2\mathbf r\cdot\mathbf p+Q$. Integrating again against $\frac12\rho(\mathbf r)$ gives $\frac12(qQ-2p^2+Qq)=qQ-p^2$. A point charge has $qQ=p^2$, which is the opening case. $\square$

## The theorem

**Theorem.** Under A1 to A4, with uniform $\varepsilon$ and a cubic cell wherever a power of $L$ is named:

(a) $\left(T+\delta\Phi/\delta n+V[n]\right)\psi=\mu_{\rm SC}\psi$ with $V=-K\rho$.

(b) $E_0[n_0]+E_{\rm cor}[n_{\rm SC}]\le E_{\rm SC}\le E_{\rm post}$, and $\Delta=\frac12\int V_0\chi V_0+O(L^{-9})=O(L^{-6})$, where $\chi$ is the self-consistent density response of the uncorrected problem at fixed $f$.

(c) $\mu_{\rm SC}-\mu_0=\langle V_0\rangle+f\int V_0\,\partial_f\psi_0^2+d\Delta/df$, with $\langle\cdot\rangle$ the average over $\psi_0^2$.

(d) $F_{\rm SC}-F_0=-\int U_0\,\partial_R\rho_{\rm ion}-\int V_0\,\partial_Rn_0-d\Delta/dR$.

Statements (c) and (d) are identities. Apart from the constant in $\langle V_0\rangle$, their first two terms are $O(L^{-3})$, and the last is $O(L^{-6})$.

*Proof of (a).* Vary $E_0+E_{\rm cor}-f\mu\left(\int\psi^2-1\right)$ with $\delta n=2f\psi\,\delta\psi$. The variation is $2f\int\delta\psi\,(T+\delta\Phi/\delta n+V-\mu)\psi$, with $V$ from Lemma 1 at $M=1$, and it must vanish for every $\delta\psi$. $\square$

*Proof of (b).* The upper bound holds because $n_0$ is a trial density for $E_0+E_{\rm cor}$, the lower because $n_{\rm SC}$ is a trial density for $E_0$, so $E_0[n_{\rm SC}]\ge E_0[n_0]$.

Let $W[v]=\min(E_0+\int vn)$ at fixed $f$. At a constrained stationary point the change of $\psi$ does not contribute at first order, so $\delta W/\delta v=n$, and $\chi=\delta n/\delta v$ is the second derivative of $W$, hence symmetric. A minimum of functions linear in $v$ is concave, so $\chi\le0$. A constant $C$ gives $W[v+C]=W[v]+Cf$ with the same minimiser, so $\chi$ annihilates constants.

Now let $E_\lambda=\min(E_0+\lambda E_{\rm cor})$ with minimiser $n_\lambda$. Stationarity gives $E_\lambda'=E_{\rm cor}[n_\lambda]$, and Lemma 1 gives $E_\lambda''=\int V[n_\lambda]\,\partial_\lambda n_\lambda$. The extra potential in the orbital equation is $\lambda V[n_\lambda]=\lambda V_0+O(\lambda^2)$, so $\partial_\lambda n=\chi V_0$ at $\lambda=0$. Taylor's theorem at $\lambda=1$ yields $E_{\rm SC}=E_0[n_0]+E_{\rm cor}[n_0]+\frac12\int V_0\chi V_0+\dots$ At fixed $f$ the charge $q$ is fixed, so by Lemma 3 $E_{\rm cor}$ is a constant plus a functional of size $L^{-3}$. The constant does not affect the minimiser, so with bounded responses (A4) the term of order $\lambda^m$, $m\ge2$, is $O(L^{-3m})$. $\square$

*Proof of (c).* For either functional, stationarity in $\psi$ lets $dE/df$ be taken at fixed $\psi$, where $\partial n/\partial f=\psi^2$. This gives $\langle\psi|T|\psi\rangle$ plus the average of the potential, which by the orbital equation is the level (Janak's theorem). Hence
$$\mu_{\rm SC}=\frac{d}{df}\left(E_0[n_0]+E_{\rm cor}[n_0]+\Delta\right)=\mu_0+\int V_0\,\partial_fn_0+\frac{d\Delta}{df}.$$
The density $n_0$ is not stationary for $E_{\rm cor}$, so its full derivative $\partial_fn_0=\psi_0^2+f\partial_f\psi_0^2$ enters. Because $\int\partial_f\psi_0^2=0$, the constant in $V_0$ drops out of the second term, which is $O(L^{-3})$. The $\lambda$ expansion has coefficients smooth in $f$ (A4), so $d\Delta/df=O(L^{-6})$. $\square$

*Proof of (d).* With $F=-dE/dR$ for each minimised energy, $F_{\rm SC}=F_0-dE_{\rm cor}[n_0]/dR-d\Delta/dR$. From Lemma 1, $dE_{\rm cor}/dR=\int U_0\,(\partial_R\rho_{\rm ion}-\partial_Rn_0)$, and $-U_0=V_0$. Both derivatives integrate to zero, so the constant in $U_0$ drops out. $\square$

## Remarks

**1. Energy.** The function $qr^2-2\mathbf p\cdot\mathbf r$ does not contain $L$ explicitly, so $\Delta\propto\kappa^2\propto L^{-6}$ at leading order, with relative corrections of order $L^{-2}$ from the $s^4$ term of $u$ and of order $L^{-3}$ from the change of $n_0$ and $\chi$ with $L$, since the varying part of $K$ in $G_{\rm per}=G_{\rm iso}-K$ is of that order. Also $E_0[n_\lambda]=E_\lambda-\lambda E_\lambda'=E_0[n_0]-\frac12\lambda^2E''_{\lambda=0}+\dots$, so at leading order $E_{\rm SC}$ lies midway between its bounds.

**2. Level.** The rigid a posteriori level is $\mu_0-2E_{\rm cor}/q$, defined for $q\ne0$. Lemma 3 gives $\langle V_0\rangle=-\alpha kq/\varepsilon L+\kappa(q\langle r^2\rangle-2\mathbf p\cdot\langle\mathbf r\rangle+Q)$ and $2E_{\rm cor}/q=\alpha kq/\varepsilon L-2\kappa(Q-p^2/q)$. The $1/L$ terms cancel in the sum. Splitting $2p^2/q$ into halves and using $q\langle r^2\rangle-2\mathbf p\cdot\langle\mathbf r\rangle+p^2/q=q\langle|\mathbf r-\mathbf p/q|^2\rangle$,
$$\langle V_0\rangle+\frac{2E_{\rm cor}}{q}=\kappa\left[q\langle|\mathbf r-\mathbf p/q|^2\rangle-(Q-p^2/q)\right]+O(L^{-5}).$$
The bracket is $q$ times the spread of the orbital about the charge centroid, minus the central second moment of the charge. It vanishes when $\rho=q\psi_0^2$.

**3. Meaning of the relaxation terms.** Let $W(f,R,t)=\min(E_0+t\int V_0n)$ with $V_0$ frozen. Then $\partial_tW=\int V_0n$, $\partial_fW=\mu$, $\partial_RW=-F$. Equality of mixed derivatives at $t=0$ gives
$$\partial_t\mu=\langle V_0\rangle+f\int V_0\,\partial_f\psi_0^2,\qquad\partial_tF=-\int V_0\,\partial_Rn_0 .$$
The middle terms of (c) and (d) are therefore the changes of level and force caused by the orbital's readjustment to $V_0$. They are of first order in the correction although the energy gain is of second order.

**4. Direct force.** For a rigid spherical ion $Z\gamma(\mathbf r-\mathbf R)$ with $\int\gamma=1$, $\partial_{\mathbf R}\rho_{\rm ion}=-Z\nabla\gamma$, and integration by parts turns the first term of (d) into $-Z\int\gamma\nabla U_0$. With $\nabla U_0=-2\kappa(q\mathbf r-\mathbf p)$ and $\int\gamma\,\mathbf r=\mathbf R$ it equals $2\kappa Z(q\mathbf R-\mathbf p)=2\kappa Zq(\mathbf R-\mathbf p/q)$. The quadratic term of $u$ comes from the background, of charge $-q$, which pulls an ion of the sign of $q$ towards the centroid; the correction removes that pull.

**5. The response force is of the same order.** In a translation-invariant model, moving all ions together moves $n_0$ rigidly: $\sum_i\partial_{\mathbf R_i}n_0=-\nabla n_0$. The summed response term is $\int V_0\nabla n_0=\int n_0\nabla U_0=-2\kappa f(q\langle\mathbf r\rangle-\mathbf p)$. The summed direct term is $2\kappa\sum_iZ_i(q\mathbf R_i-\mathbf p)$. With $\sum Z_i\mathbf R_i-f\langle\mathbf r\rangle=\mathbf p$ and $\sum Z_i-f=q$ their total is $2\kappa(q\mathbf p-q\mathbf p)=0$. The direct term alone leaves a net force on the defect unless $\langle\mathbf r\rangle=\mathbf p/q$.

For a localised defect in a uniform dielectric and a cubic cell, SCPC lowers the a posteriori energy only at $O(L^{-6})$, while its position-dependent part changes the level and forces at $O(L^{-3})$, with the orbital's response contributing at that same order. What remains is to see what SCPC saves in practice and where its limits lie, to test the results on a worked example, and to examine what happens when the host electrons are treated explicitly.
